# Choosing density, gradient and polarization thresholds in spin-polarized GGA calculations

## The decision

Before starting a spin-polarized GGA calculation you may have to choose the density below which the functional is no longer evaluated. If it is too high, energy is lost and total energies can jump between nearly identical geometries or iterations. If it is too low, the formulas meet vanishing denominators. Two further thresholds are treated here: a smallest gradient, which guards formulas written with a division by the squared gradient (the PBE derivatives themselves stay finite at zero gradient), and, for open shells, a smallest minority-spin fraction.

This guide derives the density and polarization thresholds from a permitted energy error, ties the gradient threshold to the density threshold, and bounds the error of each, using the PBE functional. The algebra is in atomic units; numbers are in eV and Å.

## Why zeroing both energy and potential is inconsistent

Let $f$ be the exchange-correlation energy density, and suppose energy and potential are both set to zero where a spherical, decreasing density is below $\tau$. With cutoff radius $R$,

$$E=\int_0^R4\pi r^2f\,dr,\qquad
\frac{dE}{d\lambda}=\int_0^R4\pi r^2\frac{\partial f}{\partial\lambda}dr+4\pi R^2f(R)\frac{dR}{d\lambda}$$

for any parameter $\lambda$ of the density. The zeroed potential supplies the first term and misses the second. On a fixed grid the defect is a jump of size $\omega|f|$ whenever a point of weight $\omega$ crosses $\tau$.

The cure is to build the thresholds into a continuously differentiable energy density $\tilde f$ and differentiate that. With $\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'}$ and a fixed grid, $E=\sum_g\omega_g\tilde f_g$, and the chain rule gives

$$\frac{dE}{d\lambda}=\sum_g\omega_g\Big[\sum_s\frac{\partial\tilde f}{\partial n_s}\frac{\partial n_s}{\partial\lambda}+\sum_{s\le s'}\frac{\partial\tilde f}{\partial\sigma_{ss'}}\frac{\partial\sigma_{ss'}}{\partial\lambda}\Big]_g .$$

Taking $\lambda$ to be a density-matrix element gives the potential matrix. If atoms carry the grid with them, derivatives of points and weights must be added.

## Two smooth maps

**Density switch.** Let $\tau_1=\tau/10$, $u=\ln(n/\tau_1)/\ln10$ clipped to $[0,1]$, and $w=u^2(3-2u)$. Then

$$n\,w'(n)=\frac{6u(1-u)}{\ln10}\le\frac{1.5}{\ln10}=0.65 .$$

**Soft floor.** For a non-negative variable $y$ and threshold $d$,

$$q(y;d)=\begin{cases}y,&y\ge d\\ \tfrac d2\left(1+y^2/d^2\right),&y<d.\end{cases}$$

Value and slope match at $y=d$. Below it the slope is $y/d$, and $q-y=\tfrac d2(1-y/d)^2$ lies between 0 and $d/2$.

Exchange is a sum over spins, so each spin is screened separately in $\rho_s=2n_s$. Correlation is screened in $n$. With $x=1-|\zeta|=2n_{\min}/n$ and $\sigma=|\nabla n|^2$,

$$\tilde f=\tfrac12\sum_sw(\rho_s)\,e_x\big(\rho_s,q(4\sigma_{ss};\eta^2)\big)+w(n)\,e_c\big(n,q(x;\delta),q(\sigma;\eta^2)\big).$$

Since $\partial x/\partial n_{\min}=(2-x)/n$ and $\partial x/\partial n_{\rm maj}=-x/n$, the correlation part of the minority derivative is

$$w'e_c+w\Big[\frac{\partial e_c}{\partial n}+\frac{\partial e_c}{\partial x}\,q'(x)\,\frac{2-x}{n}\Big].$$

For the majority, replace $2-x$ by $-x$. Exchange contributes $w'e_x+w\,\partial e_x/\partial\rho_s$ to $\partial\tilde f/\partial n_s$, because the factor 2 from $\rho_s$ cancels the ½. It contributes $2wq'\,\partial e_x/\partial S$ to $\partial\tilde f/\partial\sigma_{ss}$, where $S$ is the second argument of $e_x$. Correlation adds $wq'\,\partial e_c/\partial\sigma$ to the two like-spin derivatives and twice that to the mixed one, because $\sigma=\sigma_{\uparrow\uparrow}+2\sigma_{\uparrow\downarrow}+\sigma_{\downarrow\downarrow}$.

First derivatives of $\tilde f$ are continuous, but second derivatives can jump at window edges. The kernel used in response calculations is then discontinuous there.

## Bounding the energy density

PBE exchange is $e_x=-C_x\rho^{4/3}F$, with $C_x=\frac34(3/\pi)^{1/3}$, $F=1+\kappa-\kappa/(1+\mu s^2/\kappa)$, $s^2=S/[4(3\pi^2)^{2/3}\rho^{8/3}]$ and $\kappa=0.804$. As $F\le1.804$,

$$|e_x|\le K_x\rho^{4/3},\qquad K_x=1.804\,C_x=1.332 .$$

PBE correlation is $e_c=n(\varepsilon+H)$. The local part $\varepsilon$ uses three positive fits,

$$2A(1+ar_s)\ln\Big(1+\frac1{2Ag}\Big),\quad g=b_1r_s^{1/2}+b_2r_s+b_3r_s^{3/2}+b_4r_s^2,$$

with $r_s=(3/4\pi n)^{1/3}$ and parameters $(A,a,b_1,b_2,b_3,b_4)$:

- $|\varepsilon_0|$, unpolarized: 0.0310907, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294
- $|\varepsilon_1|$, fully polarized: 0.01554535, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517
- $m$, spin stiffness: 0.0168869, 0.11125, 10.357, 3.6231, 0.88026, 0.49671

They are combined as

$$\varepsilon=-|\varepsilon_0|(1-h\zeta^4)-|\varepsilon_1|h\zeta^4+\frac{m\,h(1-\zeta^4)}{h''(0)},$$

where $h=[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2]/(2^{4/3}-2)$ rises from 0 to 1 and $h''(0)=1.71$.

*Ordering of the fits.* The function $y\ln(1+c/y)$ increases with $y$, so each fit increases with $A$; it also increases with $a$ and decreases with $g$. Every parameter then favours $|\varepsilon_1|\le|\varepsilon_0|$. For $m$, the difference $g_m(1+a_0r_s)-g_0(1+a_mr_s)$ has the coefficients 2.761, 0.036, 0.610, 0.379, 0.006 and 0.051 of $r_s^{1/2},r_s,\dots,r_s^3$, all positive. Hence $(1+a_mr_s)/g_m\le(1+a_0r_s)/g_0$. If $g_m\ge g_0$, then $m\le|\varepsilon_0|$ at once. If $g_m<g_0$, write each fit as $(1+ar_s)/g$ times $2Ag\ln(1+1/2Ag)$; both factors are smaller for $m$. So $m\le|\varepsilon_0|$ throughout.

The first and third terms of $\varepsilon$ then sum to at most zero, because $1-h\zeta^4\ge h(1-\zeta^4)$ and $h''(0)>1$. Therefore $-|\varepsilon_0|\le\varepsilon\le0$.

*Size.* From $\ln(1+y)\le y$, $|\varepsilon_0|\le(1+a_0r_s)/g_0$. This is at most $(a_0/b_4)/r_s$: after cross-multiplication the $r_s^2$ terms cancel, and the $r_s$ term suffices because $a_0b_2/b_4=1.56>1$. With $1/r_s=(4\pi n/3)^{1/3}$,

$$|\varepsilon_0|\le C_cn^{1/3},\qquad C_c=\frac{a_0}{b_4}\Big(\frac{4\pi}3\Big)^{1/3}=0.699 .$$

*Gradient part.* Put $v=-\varepsilon/(\gamma\phi^3)$, $X=e^v-1$, $B=\beta t^2/\gamma$ and $t^2=\pi\sigma/(16\phi^2k_Fn^2)$, where $k_F=(3\pi^2n)^{1/3}$, $\phi=\frac12[(2-x)^{2/3}+x^{2/3}]$, $\beta=0.066725$ and $\gamma=(1-\ln2)/\pi^2$. The PBE form becomes

$$H=\gamma\phi^3\ln(1+M),\qquad M=\frac{BX(X+B)}{X^2+XB+B^2}.$$

The denominator exceeds $B(X+B)$, so $M\le X$ and $0\le H\le\gamma\phi^3v=-\varepsilon$. Consequently $|e_c|\le C_cn^{4/3}$.

## Density threshold: the exponential tail

Let a spherical density $\rho$ fall to $\tau$ at $R$, stay above $\tau$ inside, and satisfy $-d\ln\rho/dr\ge\alpha$ outside. Then $\rho\le\tau e^{-\alpha(r-R)}$ there. With $k=4\alpha/3$ and $r=R+y$,

$$\int_{r>R}\rho^{4/3}d^3r\le4\pi\tau^{4/3}\int_0^\infty(R+y)^2e^{-ky}dy
=4\pi\tau^{4/3}\Big(\frac{R^2}k+\frac{2R}{k^2}+\frac2{k^3}\Big)\equiv T[\rho].$$

The switch discards at most the whole energy density below $\tau$:

$$|\Delta E_{\rm tail}|\le\tfrac12K_x\sum_sT[2n_s]+C_cT[n].\tag{1}$$

Apart from the slow growth of $R^2$, this falls as $\tau^{4/3}$. For a non-spherical density known only to satisfy $\rho\le\rho_0e^{-\alpha r}$, take $R=\ln(\rho_0/\tau)/\alpha$ and add $\frac{4\pi}3R^3\tau^{4/3}$ to $T$, since low-density points may then lie inside $R$.

The potential converges more slowly. The switch adds $w'e_x$ to the exchange derivative, of size at most $0.65K_x\tau^{1/3}$. A threshold adequate for energies can leave a visible feature in a plotted potential.

## Gradient threshold: tie it to the density threshold

For exchange $0<dF/ds^2\le\mu$, with $\mu=\beta\pi^2/3$. Using $C_x=3(3\pi^2)^{1/3}/(4\pi)$,

$$\Big|\frac{\partial e_x}{\partial S}\Big|\le\frac{C_x\mu}{4(3\pi^2)^{2/3}}\rho^{-4/3}=c\,\rho^{-4/3},\qquad c=\frac{\beta\pi}{16(3\pi^2)^{1/3}}=0.0042 .$$

For correlation, let $r=B/X$. Differentiating $\ln M$ gives

$$\frac{\partial\ln M}{\partial\ln B}=1+\frac r{1+r}-\frac{r+2r^2}{1+r+r^2}=\frac{1+2r}{(1+r)(1+r+r^2)}\equiv p(r),$$

and $0<p\le1$ because the denominator is $1+2r+2r^2+r^3$. Also $M\le B$, by the symmetry of $M$. Hence

$$n\frac{\partial H}{\partial\sigma}=\frac{n\gamma\phi^3}{1+M}\,\frac{Mp}{\sigma}\le\frac{n\gamma\phi^3B}\sigma=\frac{\beta\pi\phi}{16k_Fn}\le c\,n^{-4/3}.$$

The floor changes $\sigma$ by at most $\eta^2/2$. Choosing

$$\eta=g_\eta\,\tau_1^{4/3}$$

with dimensionless $g_\eta$ limits each error density to $\frac12c\,g_\eta^2\tau_1^{8/3}n^{-4/3}\le\frac12c\,g_\eta^2n^{4/3}$ wherever $n\ge\tau_1$ (for exchange, read $\rho$ for $n$). With a fixed $\eta$ the small prefactor $\frac12c\,g_\eta^2$ is lost when $\tau$ is lowered: at low density the error density is then limited only by the range of the functional, $\kappa C_x\rho^{4/3}=0.594\,\rho^{4/3}$ for exchange and $C_cn^{4/3}$ for correlation.

In an exponential tail $|\nabla n|=\alpha n$, so the floor never acts on retained points if $\alpha>g_\eta\tau_1^{1/3}$. It acts near stationary points of the total density for correlation and of each spin density for exchange.

## Polarization threshold: a two-thirds power

The term $x^{2/3}/2$ in $\phi$ has infinite slope at full polarization. Let $P=\partial H/\partial\phi$ at fixed $n,\varepsilon,\sigma$. At $x=0$ the floor returns $\delta/2$, so to leading order the energy per electron changes by

$$\Delta\epsilon\simeq\tfrac12P(\delta/2)^{2/3}.$$

The singular part of the minority derivative is, for small $x$, $\frac23P\,q(x)^{-1/3}q'(x)$. It rises up to $x=\delta$ and falls as $x^{-1/3}$ beyond, so its peak is

$$\tfrac23P\,\delta^{-1/3}.$$

Asymptotically, and at fixed $n$ and $\sigma$, reducing $\delta$ a thousandfold cuts the energy error a hundredfold and raises the peak tenfold. For the hydrogen example below the factors are about 95 and 11 from $10^{-6}$ to $10^{-9}$; for $\delta\gtrsim10^{-3}$ the terms linear in $\delta$ and the regular part of the derivative compete, and the scaling fails.

*A bound on $P$.* With $G=\ln(1+M)$, $v\propto\phi^{-3}$ and $B\propto\phi^{-2}$,

$$\frac{\partial\ln H}{\partial\ln\phi}=3-3A_v-2A_B,\qquad A_v=\frac{\partial\ln G}{\partial\ln v},\quad A_B=\frac{\partial\ln G}{\partial\ln B}.$$

First, $A_B=\frac{M}{(1+M)G}\,p(r)$ lies in $[0,1]$, because $\ln(1+M)\ge M/(1+M)$. Next, by symmetry $\partial\ln M/\partial\ln X=p(j)$ with $j=X/B$, and $d\ln X/d\ln v=v(1+X)/X$. Concavity of the logarithm and $M\le X$ give $G\ge(M/X)v$. Thus

$$0\le A_v=\frac{M}{(1+M)G}\,p(j)\,\frac{v(1+X)}X\le\frac{p(j)(1+X)}{1+M}\le1 .$$

The last step uses $p(j)\le1$ and $p(j)\le M/X=(1+j)/(1+j+j^2)$, the latter because $1+2j\le(1+j)^2$. So the logarithmic derivative lies in $[-2,3]$. With $\phi\ge2^{-1/3}$, $|P|\le3H/\phi\le3\cdot2^{1/3}|\varepsilon_0|$.

The floor changes $\phi$ by at most $\frac12(\delta/2)^{2/3}$, because $(y+z)^{2/3}\le y^{2/3}+z^{2/3}$. It also changes $\varepsilon$. For $x\le\delta\le0.01$,

$$\frac{\partial\varepsilon}{\partial\zeta}=\frac m{h''(0)}\big[h'(1-\zeta^4)-4\zeta^3h\big]+(|\varepsilon_0|-|\varepsilon_1|)\big[h'\zeta^4+4\zeta^3h\big].$$

With $h'\le h'(1)=3.23$ and $1-\zeta^4\le4x$, its magnitude is below $8|\varepsilon_0|$, so $\varepsilon$ moves by at most $4\delta|\varepsilon_0|$. At fixed $\phi$, $H$ offsets a fraction between 0 and 1 of that shift, since $\partial H/\partial|\varepsilon|=A_vH/|\varepsilon|$. Altogether

$$|\Delta E_{\rm pol}|\le C_c\big(1.5\cdot2^{-1/3}\delta^{2/3}+4\delta\big)\int n^{4/3}d^3r.\tag{2}$$

## Example: hydrogen with a permitted error of $10^{-5}$ eV

The exact nonrelativistic ground-state density, $n=(\alpha^3/8\pi)e^{-\alpha r}$ with $\alpha=3.779$ Å⁻¹, is purely exponential and fully polarized. Evaluating PBE on it by radial Gauss–Legendre quadrature, with thresholds negligibly small, gives $-8.4877$ eV. This is the reference for the errors below, not the exact exchange-correlation energy.

Give half the permitted error to each bound. Solving (1) numerically gives $\tau=6.48\times10^{-7}$ Å⁻³ ($9.60\times10^{-8}$ bohr⁻³). The cutoff radii are 4.156 Å for exchange and 3.973 Å for correlation. With $k=5.039$ Å⁻¹ the brackets in $T$ are 3.771 and 3.460 Å³, and $4\pi\tau^{4/3}=7.04\times10^{-8}$ Å⁻⁴. One hartree·bohr is 14.40 eV Å, so

$$14.40\,(0.666\times3.771+0.699\times3.460)\times7.04\times10^{-8}=5.0\times10^{-6}\ \text{eV}.$$

For (2), $\int n^{4/3}d^3r=0.544$ Å⁻¹, so the prefactor is $14.40\times0.699\times0.544=5.48$ eV. Setting the bound to $5\times10^{-6}$ eV gives $\delta=6.68\times10^{-10}$. With $g_\eta=0.01$, $\eta=2.60\times10^{-12}$ Å⁻⁴, and the gradient floor is inactive on all retained points.

The actual tail error is $7.6\times10^{-7}$ eV and the polarization error $1.0\times10^{-7}$ eV. Together they use about 9% of the permitted error. The tail bound is loose partly because the switch keeps some energy between $\tau_1$ and $\tau$, and partly because $B\propto n^{-1/3}$ grows outward, which drives $H$ towards $-\varepsilon$.

| $\tau$ (Å⁻³) | tail error (eV) | bound (eV) |
|---|---|---|
| $10^{-3}$ | $4.4\times10^{-3}$ | $2.7\times10^{-2}$ |
| $10^{-5}$ | $2.1\times10^{-5}$ | $1.3\times10^{-4}$ |
| $10^{-7}$ | $7.7\times10^{-8}$ | $5.2\times10^{-7}$ |

The potential is less comfortable. At the designed $\tau$ the exchange switching term $w'e_x$ reaches 0.076 eV, against a bound of 0.108 eV. The switch also removes $(1-w)\,\partial e_x/\partial\rho$; with $F\simeq1.804$ in the tail, the full change in the exchange derivative is largest at $\rho=\tau_1$, where it equals $\frac43K_x\tau_1^{1/3}=0.103$ eV. At 1 Å from the nucleus $P=0.221$ eV, so the minority derivative should peak near $\frac23(0.221)\delta^{-1/3}=169$ eV. Scanning $x$ at fixed $n$ and $\sigma$, with zero minority gradient, gives 167 eV. This peak belongs to a hypothetical minority density; hydrogen itself has $x=0$, where the floor removes the singular term.

To see the cost of hard screening, take $\tau=10^{-3}$ Å⁻³ and vary $\alpha$. The energy slope is $-2.215$ eV Å, while the zeroed potential predicts $-2.237$ eV Å; the boundary term supplies the missing 0.021 eV Å. On a fixed 60-point radial grid, with $\alpha$ swept from 3.02 to 4.54 Å⁻¹ in 1600 steps, the largest mismatch between an energy step and the step predicted by the potential (trapezoid rule on the two end slopes) is 0.011 eV for hard screening and $2\times10^{-9}$ eV for smooth. The smooth figure is the error of the trapezoid rule and shrinks with the step; the hard one is the jump $\omega|f|$ and does not.

## Setting the thresholds

1. Fix the permitted error, well below the energy differences of interest.
2. Estimate $\alpha$ from the slowest-decaying occupied orbital. Far out, $-\frac12\psi''\simeq\epsilon\psi$ gives $\alpha\simeq2\sqrt{-2\epsilon}$. This is only the asymptotic rate, whereas (1) needs $-d\ln\rho/dr\ge\alpha$ everywhere outside $R$. A growing power-law prefactor makes the local rate smaller: the hydrogen 2s density, proportional to $(2-r)^2e^{-r}$, has rate $1-2/(r-2)<1$ in its tail. Check the slope of the computed density beyond $R$ and use the smallest value found. Weakly bound electrons need a lower $\tau$.
3. Solve (1) for $\tau$ and (2) for $\delta$. Set $\eta=g_\eta\tau_1^{4/3}$, with $g_\eta$ small enough that the error density $\frac12c\,g_\eta^2n^{4/3}$ (and its exchange counterpart in $\rho_s$), integrated over the regions where the floor acts, also fits within the permitted error; this bound holds only if $\eta$ is lowered together with $\tau$.
4. If the program offers hard cutoffs alone, lower $\tau$ until the sum of $\omega|f|$ over all points that can cross the cutoff together is below the energy convergence criterion. On an atom-centred grid with a nearly spherical tail this is a whole angular shell, not a single point.
5. Distrust minority-spin levels when $x$ becomes very small. Where $x$ passes through $\delta$, the singular part of the minority derivative equals $\frac23P\delta^{-1/3}$, with $P$ taken at that point. At fixed $n$ and $\sigma$ this grows as $\delta$ is lowered even when the energy is converged. In a real atom the point $x=\delta$ moves outward, where $P$ falls, so the value grows more slowly or shrinks: in the Li atom it rises only from about 0.6 eV at $\delta=10^{-2}$ to about 3 eV at $10^{-4}$, and in the N atom it is already below $10^{-3}$ eV at $\delta=0.1$ and falls further. In a fully polarized system $x=0$ everywhere, and $q'(0)=0$ removes the whole $\partial e_c/\partial x$ term, whereas the untruncated derivative diverges wherever $P\ne0$; the empty minority levels then reflect the form of the floor rather than PBE.

The bounds rest on $F\le1.804$ and on the PBE form of $H$. A functional whose enhancement factor is unbounded needs its own tail estimate.
